# Transverse quantization of a massive Dirac ribbon between infinite-mass walls

## Form of the answer

A ribbon occupies $0<x<W$ and is uniform along $y$. Its carriers have velocity $v$ and gap $\Delta>0$. Write

$$m=\frac{\Delta}{2},\qquad \lambda=\frac{\hbar v}{m}=\frac{2\hbar v}{\Delta}.$$

Here $m$ is an energy and $\lambda$ a length. At zero longitudinal momentum the Hamiltonian is

$$H_0=-i\hbar v\,\sigma_x\partial_x+m(x)\sigma_z ,$$

with $m(x)=m$ inside and $m(x)=M$ in both walls, $M\to+\infty$.

Consider a standing wave of wave number $k$. An infinitely heavy wall brings no length of its own, so the phase $\delta$ acquired on reflection can depend on $k$ through the dimensionless product $k\lambda$ alone. Two symmetries restrict the result further.

- The operation $\psi(x)\to\sigma_z\psi(W-x)$ commutes with $H_0$: the reflection reverses $\partial_x$, and $\sigma_z\sigma_x\sigma_z=-\sigma_x$ restores the sign. Both walls therefore give the same phase.
- The matrix $\sigma_y$ anticommutes with $\sigma_x$ and $\sigma_z$, hence with $H_0$. Levels come in pairs $\pm E$ with the same $k$.

A round trip must close on itself, $2kW+2\delta=2\pi n$, so

$$\tan(kW)=-\tan\delta(k\lambda).$$

What remains is the function $\tan\delta$. It will turn out to be $k\lambda$ itself.

## Theorem

**Assumptions.** The Hamiltonian at longitudinal momentum $\hbar q$ is

$$H=-i\hbar v\,\sigma_x\partial_x+\hbar vq\,\sigma_y+m(x)\sigma_z .$$

Both walls have the same mass sign as the interior, there is no scalar potential, and $M\to\infty$ at fixed $E$ and $q$.

**Statement.** At $q=0$ the levels are

$$E=\pm\sqrt{\left(\frac{\Delta}{2}\right)^2+(\hbar vk)^2},\qquad \boxed{\tan(kW)=-\frac{2\hbar vk}{\Delta}},\qquad k>0. \tag{1}$$

There is one root in each interval $(n-\tfrac12)\pi<kW<n\pi$, $n=1,2,\dots$, and there are no other levels.

The assumption on the mass signs thus contains two conditions: the walls agree with each other, and they agree with the interior. The other arrangements are treated below.

## Lemma 1: the boundary conditions

*The limit of heavy walls imposes $\psi_2=-i\psi_1$ at $x=0$ and $\psi_2=+i\psi_1$ at $x=W$.*

**Proof.** The first row of $H\psi=E\psi$ in a wall is

$$-i\hbar v\psi_2'-i\hbar vq\,\psi_2+M\psi_1=E\psi_1 .$$

For an evanescent wave, squaring $H$ gives $(\hbar v\kappa)^2=M^2+(\hbar vq)^2-E^2$. In the right wall $\psi\propto e^{-\kappa x}$, so $\psi_2'=-\kappa\psi_2$ and

$$i\hbar v(\kappa-q)\psi_2=(E-M)\psi_1
\quad\Rightarrow\quad
\frac{\psi_2}{\psi_1}=i\,\frac{M-E}{\hbar v(\kappa-q)}\to i ,$$

because $\hbar v\kappa/M\to1$. In the left wall $\psi\propto e^{+\kappa x}$, and the same row gives

$$\frac{\psi_2}{\psi_1}=-i\,\frac{M-E}{\hbar v(\kappa+q)}\to-i .$$

For finite $M$ the equation is of first order with a bounded step, so $\psi$ is continuous at the interface. The ratios therefore hold for the interior spinor. $\square$

These conditions stop the transverse current: $v\psi^\dagger\sigma_x\psi=2v\,\mathrm{Re}(\psi_1^*\psi_2)=0$ when $\psi_2=\pm i\psi_1$. The spinor itself does not vanish at the edge. For two spinors $\phi,\psi$ obeying the same condition, $\phi^\dagger\sigma_x\psi=\pm i(\phi_1^*\psi_1-\phi_1^*\psi_1)=0$. The boundary term in $\langle\phi|H\psi\rangle-\langle H\phi|\psi\rangle$ is then zero, and the energies are real.

## Lemma 2: reduction to one scalar equation

*At $q=0$ the problem is equivalent to*

$$-(\hbar v)^2u''+m^2u=E^2u,\qquad u(0)=0,\qquad mu(W)+\hbar v\,u'(W)=0, \tag{2}$$

*with $E\neq0$.*

**Proof.** Put $\psi_2=i\chi$. The two rows inside the ribbon become

$$E\psi_1=m\psi_1+\hbar v\chi',\qquad E\chi=-m\chi-\hbar v\psi_1'. \tag{3}$$

Lemma 1 now reads $\chi(0)=-\psi_1(0)$ and $\chi(W)=\psi_1(W)$. This suggests

$$u=\frac{\psi_1+\chi}{\sqrt2},\qquad w=\frac{\psi_1-\chi}{\sqrt2},$$

for which the conditions are simply $u(0)=0$ and $w(W)=0$. Adding and subtracting the equations in (3), and using $\chi'-\psi_1'=-\sqrt2\,w'$ and $\chi'+\psi_1'=\sqrt2\,u'$, gives

$$Eu=mw-\hbar vw',\qquad Ew=mu+\hbar vu'. \tag{4}$$

If $E=0$, then $w\propto e^{x/\lambda}$ and $u\propto e^{-x/\lambda}$. Neither exponential has a zero, so $w(W)=0$ and $u(0)=0$ remove both. Hence $E\neq0$, and the second equation of (4) can be solved for $w=(mu+\hbar vu')/E$. Inserting it in the first,

$$E^2u=m(mu+\hbar vu')-\hbar v(mu'+\hbar vu'')=m^2u-(\hbar v)^2u'' .$$

The terms in $u'$ cancel. The condition $w(W)=0$ becomes $mu(W)+\hbar vu'(W)=0$. Conversely, a solution $u$ of (2) and either sign of $E$ define $w$ and hence a state. $\square$

## Proof of the theorem

Let $(\hbar vk)^2=E^2-m^2$, which is real. There are three cases.

**Energy outside the gap, $k>0$.** The condition at $x=0$ selects $u=\sin kx$. The condition at $x=W$ is

$$m\sin kW+\hbar vk\cos kW=0. \tag{5}$$

If $\cos kW$ were zero, then $\sin kW=\pm1$ and (5) would require $m=0$. For $m>0$ we may therefore divide by $m\cos kW$:

$$\tan kW=-\frac{\hbar vk}{m}=-\frac{2\hbar vk}{\Delta}.$$

The factor 2 comes from $m=\Delta/2$. The minus sign comes from the equal signs of the two terms in (5).

**Energy at the gap edge, $k=0$.** Now $u=x$, and the second condition would require $mW+\hbar v=0$. Both terms are positive, so there is no state, although $k=0$ formally satisfies the tangent equation.

**Energy inside the gap, $k=i\kappa$.** Now $u=\sinh\kappa x$, and the condition would require $m\sinh\kappa W+\hbar v\kappa\cosh\kappa W=0$. Again both terms are positive.

To count roots, set $z=kW$ and $g(z)=\tan z+z\lambda/W$. On $(n-\tfrac12)\pi<z<n\pi$ the function $g$ increases from $-\infty$ to $n\pi\lambda/W>0$, so it has one zero. On the remaining intervals, and at $z=n\pi$, $\tan z\ge0$ while $z\lambda/W>0$, so it has none. $\square$

## Two limits

Equation (1) can be written as

$$kW=n\pi-\arctan(k\lambda). \tag{6}$$

When the gap closes at fixed $W$, $\lambda\to\infty$ and $kW\to(n-\tfrac12)\pi$. The ribbon is still gapped by confinement, with lowest level $\pi\hbar v/(2W)$.

In the opposite regime, $k\lambda\ll1$, we use $\arctan(k\lambda)\simeq k\lambda$:

$$k\simeq\frac{n\pi}{W+\lambda}. \tag{7}$$

The ribbon acts as a hard-wall box that is wider by $\lambda$. The next term of the arctangent adds $(k\lambda)^3/3$ to $k(W+\lambda)$, so (7) underestimates $k$ by a fraction of about $(k\lambda)^3/(3n\pi)$.

## Proposition 1: density across the ribbon

*For a level of (1), the density is proportional to $\sin^2kx+\sin^2k(W-x)$.*

**Proof.** Let $\varepsilon=|E|$. Equation (5) fixes the ratio of $\sin kW$ to $\cos kW$, and their squares sum to one, so

$$\sin kW=s\frac{\hbar vk}{\varepsilon},\qquad \cos kW=-s\frac{m}{\varepsilon},\qquad s=(-1)^{n+1}.$$

The sign $s$ is that of the sine in the $n$th interval. Then

$$\sin k(W-x)=\sin kW\cos kx-\cos kW\sin kx
=\frac{s}{\varepsilon}(\hbar vk\cos kx+m\sin kx).$$

The bracket is $mu+\hbar vu'=Ew$. Hence $w=\pm\sin k(W-x)$, and $|\psi_1|^2+|\psi_2|^2=u^2+w^2$. $\square$

The ratio of edge to centre density is

$$\frac{\sin^2kW}{2\sin^2(kW/2)}=2\cos^2\frac{kW}{2}=1+\cos kW. \tag{8}$$

For $n=1$ this equals $1-m/E_1$, where $E_1$ is the positive level. It tends to zero for a wide ribbon, which recovers the node of a Schrödinger particle at a hard wall, and to one when the gap closes.

## Proposition 2: motion along the ribbon

*The condition on $k$ holds for every $q$, and $E_n(q)=\pm\sqrt{E_n^2+(\hbar vq)^2}$.*

**Proof.** The boundary spinors $(1,\pm i)$ are eigenvectors of $\sigma_y$ with eigenvalues $\pm1$, so $\sigma_y$ preserves the boundary conditions. If $H_0\phi=E_n\phi$, then $H_0\sigma_y\phi=-E_n\sigma_y\phi$. These two states are orthogonal because their energies differ. The term $\hbar vq\sigma_y$ exchanges them, so in this pair

$$H=\begin{pmatrix}E_n&\hbar vq\\ \hbar vq&-E_n\end{pmatrix}.$$

Its eigenvalues are those stated. The eigenstates of $H_0$ form a complete set of such pairs, so no level is missed. $\square$

For small $q$, $E_n(q)\simeq E_n+(\hbar vq)^2/(2E_n)$. Comparison with $\hbar^2q^2/(2m_n^*)$ gives the mode mass $m_n^*=E_n/v^2$: confinement makes the carriers heavier along the ribbon.

## Proposition 3: other mass signs

**Both walls opposite to the interior.** Keep the walls positive and let the interior mass be $-\mu$, with $\mu=|\Delta|/2$. Lemma 2 holds with $m\to-\mu$, and (5) becomes $-\mu\sin kW+\hbar vk\cos kW=0$, or

$$\tan kW=+\frac{2\hbar vk}{|\Delta|}.$$

Inside the gap the condition is $\tanh\kappa W=\hbar v\kappa/\mu$. The left side is concave with initial slope $W$, so a positive root exists when $\mu W>\hbar v$. Its energy is

$$E=\pm\sqrt{\mu^2-(\hbar v\kappa)^2}=\pm\mu\sqrt{1-\tanh^2\kappa W}=\pm\frac{\mu}{\cosh\kappa W}.$$

These are states of the two edges, split by their overlap.

**Walls opposite to each other.** Let the left wall be positive and the right wall negative, with $m>0$ inside. Reversing $M$ in Lemma 1 changes the right condition to $\psi_2=-i\psi_1$, or $u(W)=0$. For $E\neq0$ this gives $\sin kW=0$ and $kW=n\pi$. At $E=0$ no condition restricts $w$, so $u=0$, $w\propto e^{x/\lambda}$ is a state. It is largest at the wall whose mass opposes the interior. It has $\sigma_y=-1$, hence energy $-\hbar vq$, and travels in one direction.

## Proposition 4: walls of finite mass and potential

*Let each wall have mass $M$ and scalar potential $U$, with $M>|E-U|$. At $q=0$ the conduction levels $E>m$ obey*

$$kW+2\arctan\frac tr=n\pi,\quad
t=\sqrt{\frac{E-m}{E+m}},\quad
r=\sqrt{\frac{M-E+U}{M+E-U}}. \tag{9}$$

**Proof.** In the right wall the second equation of (3), with $m\to M$ and $E\to E-U$, gives $\hbar v\kappa\psi_1=(M+E-U)\chi$. Since $(\hbar v\kappa)^2=M^2-(E-U)^2$, this means $\chi/\psi_1=r$. In the left wall $\kappa$ changes sign and $\chi/\psi_1=-r$.

Inside, take $\psi_1=\cos(kx-\alpha)$. Equation (3) gives $\chi=t\sin(kx-\alpha)$, because $\hbar vk/(E+m)=t$. The two interfaces require

$$\tan\alpha=\frac rt,\qquad \tan(kW-\alpha)=\frac rt .$$

Therefore $kW=2\alpha+j\pi$ with integer $j$ and $\alpha=\tfrac\pi2-\arctan(t/r)$, which is (9) with $n=j+1$. $\square$

For $U=0$ and $M\to\infty$, $r=1$. Then $\tan(2\arctan t)=2t/(1-t^2)=\hbar vk/m$, and (1) is recovered by a second route.

If $U/M$ stays fixed as $M\to\infty$, however, $r\to\sqrt{(1+U/M)/(1-U/M)}\neq1$. Infinite walls alone are not sufficient for (1); the band offset must also be small compared with the wall mass. Valence levels follow from $U\to-U$, because $\sigma_y$ turns $H_0+U$ into $-(H_0-U)$.

## Example: an InSb quantum-well ribbon

In a normally ordered InSb well, the lowest electron subband and the highest heavy-hole subband, taken alone, form for each spin block a two-dimensional massive Dirac model. This leaves out the light holes, which matter in a real well and are discussed at the end. An ordinary insulating edge has the same mass sign. Take the rough values $\Delta=0.35$ eV and $\hbar v=0.65$ eV nm, and a width $W=20$ nm. Then

$$\lambda=\frac{2(0.65)}{0.35}=3.71\ \text{nm}.$$

Solving (1) numerically by bracketing each root gives the following levels.

| $n$ | $k$ (1/nm) | $kW$ (rad) | $E$ (eV) |
|---|---|---|---|
| 1 | 0.1340 | 2.680 | 0.1955 |
| 2 | 0.2744 | 5.488 | 0.2499 |
| 3 | 0.4211 | 8.423 | 0.3249 |

For $n=1$, $\tan(kW)=-0.498$ and $-k\lambda=-0.498$. The energy follows from $\hbar vk=0.0871$ eV:

$$E_1=\sqrt{0.175^2+0.0871^2}=0.1955\ \text{eV}.$$

The ribbon gap is $2E_1=0.391$ eV. The lowest conduction level lies 20.5 meV above the band edge at 0.175 eV.

A parabolic band with a node at each wall would give $(\hbar v\pi/W)^2/\Delta=29.8$ meV. Keeping the parabola but using the true $k$ gives $0.0871^2/0.35=21.7$ meV. Taken in this order, the wall phase accounts for 8.1 meV of the difference and the nonparabolic Dirac dispersion for the remaining 1.2 meV. The box rule (7) gives $k=0.1325$ 1/nm, 1.1% below the root of (1).

The edge density is $1-0.175/0.1955=0.10$ of the central density. The mass along the ribbon rises from $0.032\,m_e$ at the band edge to $0.035\,m_e$. With the interior mass reversed and all magnitudes kept, the in-gap levels would lie at $\pm1.6$ meV.

### What the model leaves out

Each energy below is to be compared with the 20.5 meV shift.

- **Walls.** Equation (9) with $U=0$ lowers $E_1$ by 0.6 meV for $M=2$ eV and by 4.9 meV for $M=0.3$ eV. Infinite walls with a trial offset $U/M=0.2$ raise the conduction level by 1.1 meV and reduce the hole energy $|E|$ by 1.2 meV.
- **Remote bands and Rashba coupling.** A rough quadratic coefficient $B=5\hbar^2/(2m_e)$ gives $Bk_1^2=3.4$ meV. Added as $Bk^2\sigma_z$, with the spinor vanishing at the edge, it raises $E_1$ by 3.7 meV. An electron–hole asymmetric part $Dk^2$ is not bounded by this scale: it changes the edge ratio as $U/M$ does in (9), and $D/B=\pm0.6$ moves the conduction level by about $\pm4$ meV even when $Bk_1^2$ is only 0.5 meV. A rough Rashba coefficient $\alpha_R=0.01$ eV nm gives $\alpha_Rk_1=1.3$ meV, but this is not a level shift. At $q=0$ the standing wave is Kramers degenerate, the first-order term vanishes, and the level moves only by about $-m^*\alpha_R^2/(2\hbar^2)\approx-0.02$ meV. The spin splitting appears at $q\neq0$, about 0.9 meV at $q=0.05$ 1/nm.
- **Other subbands.** For a 12 nm well with hard walls and a heavy-hole mass of $0.3\,m_e$, the second heavy-hole subband lies $3\hbar^2\pi^2/(2m_hd^2)=26$ meV below the first (30 meV with the Luttinger value $1/(\gamma_1-2\gamma_2)\approx0.26\,m_e$). This is comparable with the model's hole shift of 20.5 meV, so the valence levels, and with them the ribbon gap, are only indicative.
- **Temperature.** At 77 K, $k_BT=6.6$ meV. The Boltzmann factor between the first two conduction minima, 54.4 meV apart, is $3\times10^{-4}$.
- **Tunnelling.** In a uniform field $F$ along the ribbon, $\hbar\dot q=eF$ in magnitude. The matrix of Proposition 2 is then a Landau–Zener problem with transfer probability $\exp[-\pi E_1^2/(\hbar v\,eF)]$. At 0.05 MV/cm the exponent is 37, so direct tunnelling is negligible at this field and below. This is not an operating field: bulk InSb breaks down by impact ionization at roughly 1 kV/cm, some fifty times lower, and the model does not describe that process.

### Comparison with real ribbons

Bulk InSb has a gap of roughly 0.2 eV and an electron mass of roughly $0.014\,m_e$. Confinement in a well raises both, but the model mass of $0.032\,m_e$ is on the heavy side. Coupling to the light holes below, omitted here, would push the conduction band upward with $q$ and reduce the mass. If $v$ is raised at the same gap until the band-edge mass is $0.02\,m_e$, which needs $\hbar v\simeq0.82$ eV nm, equation (1) gives a shift of about 30 meV, larger by a factor of 1.4. This is on the high side: a Kane estimate without strain, for a confined gap of 0.35 eV, gives a mass near $0.024\,m_e$ and a shift near 25 meV, while masses near $0.02\,m_e$ go with smaller well gaps of about 0.30 eV. The 20.5 meV shift is therefore a value for the model, not a prediction for a real InSb ribbon. The model also assumes a neutral, abrupt edge, which a fabricated ribbon need not have. If edge charge removed 1 nm on each side, (7) with the other parameters fixed would multiply the shift by about $(23.7/21.7)^2=1.19$, giving some 24 meV. Depletion can be much wider than this, and the drawn width is then not the $W$ of (1).

All numerical values are calculated from the stated model.
